Kramers-Kronig transforms on a logarithmic grid: quadrature and truncation errors

**Three frequencies and a Debye peak**

Take a dielectric with a single relaxation time τ and relaxation strength Δ. With fields varying as exp(−iωt), its susceptibility is

χ(ω) = Δ/(1 − iωτ) = χ' + iχ''.

Here χ = ε − ε∞ is dimensionless, and χ'' is positive for ω > 0. In the variable y = ln(ωτ) the loss is

χ'' = Δωτ/(1 + ω²τ²) = Δ/(2 cosh y).

Suppose that only the loss has been measured, and that χ' is wanted at the peak, ωτ = 1. The known answer is Δ/2. The Kramers-Kronig relation, derived below and written in y, reads at this frequency

χ'(1/τ) = (1/π) P∫ χ''(y) [1 + coth y] dy,

where P denotes the principal value. The loss is even in y and coth y is odd, so on a band −L < y < L the singular term cancels in pairs. Since ∫dy/cosh y = 2 arctan(e^y), the band contributes

(1/π)∫ Δ/(2 cosh y) dy = (Δ/π)[arctan(e^L) − arctan(e^−L)]
= Δ/2 − (2Δ/π) arctan(e^−L).

The last line uses arctan(e^L) = π/2 − arctan(e^−L). The second term is what the finite band misses.

Choose cosh L = 2, so that e^−L = 2 − √3 = tan(π/12). The band integral is then Δ/2 − Δ/6 = Δ/3. Now use three nodes, y = −L, 0, L, with spacing h = L = ln(2 + √3) ≈ 1.317. The loss is Δ/4, Δ/2, Δ/4, and the trapezoidal rule gives

(h/π)(Δ/8 + Δ/2 + Δ/8) = 0.75 × 1.317Δ/π ≈ 0.314Δ.

The total error, computed minus exact, is −0.186Δ. It has two parts:

quadrature error: 0.314Δ − 0.333Δ ≈ −0.019Δ,
truncation error: 0.333Δ − 0.500Δ ≈ −0.167Δ.

Add nodes at y = ±L/2, where cosh(L/2) = √1.5 and the loss is 0.408Δ. The rule now gives

(0.658/π)(0.125 + 0.408 + 0.500 + 0.408 + 0.125)Δ ≈ 0.328Δ.

The quadrature error has fallen to about −0.005Δ, while the truncation error is still −0.167Δ. The sum is converging to Δ/3, not to Δ/2.

**The relations in logarithmic frequency**

For a causal response, χ is analytic in the upper half of the complex frequency plane. Assume also that it vanishes at large |ω| and is regular enough on the real axis for the integrals to exist. Integrate χ(x)/(x − ω) along the real axis, pass above x = ω on a small semicircle, and close the contour with a large arc. The large arc gives zero, and the clockwise semicircle gives −iπχ(ω). Therefore

P∫ χ(x)/(x − ω) dx = iπχ(ω), with x from −∞ to ∞.

The imaginary part of this equation gives χ' and the real part gives χ'':

χ'(ω) = (1/π)P∫ χ''(x)/(x − ω) dx,
χ''(ω) = −(1/π)P∫ χ'(x)/(x − ω) dx.

A real response in time makes χ' even and χ'' odd in frequency. Folding the negative half-axis onto the positive one therefore combines the kernels as

1/(x − ω) + 1/(x + ω) = 2x/(x² − ω²) for χ',
1/(x − ω) − 1/(x + ω) = 2ω/(x² − ω²) for χ''.

Hence, with x from 0 to ∞,

χ'(ω) = (2/π)P∫ xχ''(x)/(x² − ω²) dx,
χ''(ω) = −(2ω/π)P∫ χ'(x)/(x² − ω²) dx.

Let u = ln x, v = ln ω and d = u − v, with frequencies measured in a fixed unit. Then dx = x du, and

x²/(x² − ω²) = e^d/(e^d − e^−d) = (1 + coth d)/2,
ωx/(x² − ω²) = 1/(e^d − e^−d) = 1/(2 sinh d).

The two transforms become

χ'(v) = (1/π)P∫ χ''(u)[1 + coth(u − v)] du,
χ''(v) = −(1/π)P∫ χ'(u)/sinh(u − v) du.

A gap symmetric in u is not quite symmetric in x, but the ratio of its two half-widths tends to one as it closes, so the principal value is unchanged.

**Subtracting the singularity**

The peak of the Debye loss was a special point, because the slope of the loss vanished there. At a general node the singular factor multiplies a sloping function. Let f be the input component, and let the band run from A = ln a to B = ln b. For the first transform, write f(u) = [f(u) − f(v)] + f(v) in the coth term. The constant part can be integrated by hand, since ln|sinh d| is an antiderivative of coth d and its values on the two sides of the closing gap cancel:

P∫ coth(u − v) du = ln[sinh(B − v)/sinh(v − A)].

Similarly, ln|tanh(d/2)| is an antiderivative of 1/sinh d, so

P∫ du/sinh(u − v) = ln[tanh((B − v)/2)/tanh((v − A)/2)].

Call these logarithms C₁ and C₂. The band transforms are

χ'_band(v) = (1/π){∫F₁ du + χ''(v)C₁},
F₁ = χ''(u) + [χ''(u) − χ''(v)]coth(u − v),

χ''_band(v) = −(1/π){∫F₂ du + χ'(v)C₂},
F₂ = [χ'(u) − χ'(v)]/sinh(u − v).

Near the node, f(u) − f(v) ≈ f'(v)(u − v), where a prime on f means d/du, while coth d and 1/sinh d both behave as 1/d. The quotient therefore has the finite limit f'(v). At u = v one sets F₁ = χ''(v) + f'(v) and F₂ = f'(v).

The slope comes from the data. Taylor expansion gives

f(v+h) − f(v−h) = 2hf' + h³f'''/3 + h⁵f⁽⁵⁾/60 + …,
f(v+2h) − f(v−2h) = 4hf' + 8h³f'''/3 + 32h⁵f⁽⁵⁾/60 + ….

Eight times the first line minus the second removes f''' and leaves 12hf' − (2/5)h⁵f⁽⁵⁾. Dividing by 12h,

[f(v−2h) − 8f(v−h) + 8f(v+h) − f(v+2h)]/(12h) = f'(v) − h⁴f⁽⁵⁾(v)/30 + ….

The algorithm for equally spaced values in ln ω is then as follows.

1. Choose a node v with at least two nodes on each side.
2. Form F₁ or F₂ at all other nodes, and use the five-point slope at v.
3. Sum with the trapezoidal rule, giving the two end values half weight.
4. Add f(v)C₁ or f(v)C₂, then multiply by 1/π for χ' or by −1/π for χ''.

If the singular node is instead skipped in the coth sum without subtraction, the constant part of f nearly cancels between the two sides, apart from the part represented by C₁. What is lost is the finite node value f'(v) times its weight h. For a node well inside the band, the resulting change in χ' is approximately −(h/π)f'(v), which is of first order in the spacing. Within a few nodes of an edge the cancellation of the constant part is poorer and the estimate is rougher.

**The size of the quadrature error**

Consider one cell of width h centred at c. To second order,

mean of the two end values = F(c) + h²F''(c)/8,
mean of F over the cell = F(c) + h²F''(c)/24.

The trapezoidal rule therefore exceeds the integral by h³F''(c)/12 in this cell. Summing over cells turns hF'' into an integral, so the leading excess is h²[F'(B) − F'(A)]/12. The slope at the singular node enters with weight h and adds −h⁵f⁽⁵⁾(v)/30. With s = +1 for χ' and s = −1 for χ'',

E_quad ≈ (s/π){h²[F'(B) − F'(A)]/12 − h⁵f⁽⁵⁾(v)/30}.

The next end term, −h⁴[F'''(B) − F'''(A)]/720 inside the braces, is left out. It is formally of lower order than the node term, but it is small compared with the total quadrature error in the examples here, whereas the node term can matter on a coarse grid.

In the three-node example the even part of F₁ is the loss itself, and its odd part drops out of F'(B) − F'(A). The slope of the loss at y = L is −Δ sinh L/(2 cosh²L) = −√3Δ/8 ≈ −0.217Δ. The law gives (1.317²/12π)(−0.433Δ) ≈ −0.020Δ, against the actual −0.019Δ. It is an asymptotic law for small h, although it already works fairly well here.

**A spectrum with known tails**

To separate the errors for a broad relaxation, use the Cole-Cole response

χ(ω) = Δ/[1 + (−iωτ)^β], 0 < β ≤ 1.

In the upper half-plane −iω has a positive real part. Its power β has a phase between −βπ/2 and βπ/2, so the denominator cannot vanish and the response is causal. On the positive real axis put θ = βπ/2, so that (−iωτ)^β = e^(βy)e^(−iθ). Multiplying numerator and denominator by the complex conjugate of the denominator gives

χ = Δ[1 + e^(βy)e^(iθ)]/[1 + 2e^(βy)cos θ + e^(2βy)].

The denominator is 2e^(βy)D, with D = cosh(βy) + cos θ. Hence

χ'' = Δ sin θ/(2D),
χ' = Δ(e^(−βy) + cos θ)/(2D) = (Δ/2)[1 − sinh(βy)/D],

where the last step uses e^(−βy) = cosh(βy) − sinh(βy).

Outside the band, with aτ < 1 < bτ, expand χ as a geometric series. Below the band,

χ'' = Δ Σ (−1)^(n+1) sin(nθ)(xτ)^(nβ), n ≥ 1,
χ' = Δ Σ (−1)^n cos(nθ)(xτ)^(nβ), n ≥ 0.

Above the band,

χ'' = Δ Σ (−1)^(n+1) sin(nθ)(xτ)^(−nβ), n ≥ 1,
χ' = Δ Σ (−1)^(n+1) cos(nθ)(xτ)^(−nβ), n ≥ 1.

It is enough to know the missing integral for one power. Let the input be f_a(x/a)^p below the band and f_b(x/b)^(−q) above it. For χ', the kernel expands as

x/(x² − ω²) = −Σ x^(2k+1)/ω^(2k+2) for x < ω,
x/(x² − ω²) = Σ ω^(2k)/x^(2k+1) for x > ω, with k ≥ 0.

Integrating term by term gives the tails

lower, for χ': −(2/π)f_a Σ (a/ω)^(2k+2)/(p + 2k + 2),
upper, for χ': (2/π)f_b Σ (ω/b)^(2k)/(q + 2k).

The same expansion of −ω/(x² − ω²) gives

lower, for χ'': (2/π)f_a Σ (a/ω)^(2k+1)/(p + 2k + 1),
upper, for χ'': −(2/π)f_b Σ (ω/b)^(2k+1)/(q + 2k + 1).

These require a < ω < b, with p > −2 and q > 0 for χ', or p > −1 and q > −1 for χ''. Summing over the Cole-Cole powers gives the full tails T_low and T_high. Since the exact response is the band integral plus the tails,

E_trunc = −(T_low + T_high),
E_quad = computed value − (exact value + E_trunc).

The leading terms show which missing data matter. For a ≪ ω ≪ b and bτ ≫ 1, the upper tail of χ' is

T_high ≈ (2Δ/πβ) sin(βπ/2)(bτ)^(−β).

This is almost independent of ω: loss peaks far above ω add a nearly constant polarizability. For aτ ≪ 1 the lower tail is T_low ≈ −(2Δ/π) sin(βπ/2)(aτ)^β (a/ω)²/(β + 2). It is suppressed by (a/ω)² and is negligible in the example below, but near the lower edge it can exceed the upper tail when bτ is very large or aτ is not small. For χ'', when aτ ≪ 1, the missing static plateau gives T_low ≈ 2Δa/(πω), which is largest near the lower edge.

The Debye limit β = 1 checks the signs. At ωτ = 1 with aτ = 1/(bτ) = z, the upper tail of χ' through order z³ is (2Δ/π)(z + z³/3 − z³/3), where the last term comes from n = 3. The lower tail is −(2Δ/π)z³/3. Their sum, (2Δ/π)(z − z³/3), is the expansion of (2Δ/π)arctan z found at the start.

**A six-decade example**

Take the round values Δ = 8, τ = 1 ms and β = 0.7, with a band from 1 to 10⁶ rad/s. Ten intervals per decade give h = ln(10)/10 ≈ 0.230. The loss peak at 1000 rad/s is in the middle of the band.

At the peak the exact χ' is 4.000 and the computed value is 3.949. The error budget is

−0.00011 (quadrature) − 0.05131 (truncation) = −0.05142.

The leading tail law gives 0.0515 for the missing upper part. The truncation error is close to −0.051 at all five frequencies tabulated, but its relative importance varies: the total error is 0.7% of χ' at 10 rad/s and 34% at 10⁵ rad/s, where χ' is only 0.152.

The reverse transform behaves differently. At 10 rad/s the true loss is 0.273, but the computed loss is −0.236, a negative loss in a passive material. The estimate 2Δa/(πω) = 16/(10π) ≈ 0.51 accounts for the error of −0.510. At 10⁵ rad/s the error has changed sign, to +0.0010, because the negative upper tail now outweighs the positive lower one.

Refinement at 100 rad/s changes the quadrature error of χ' from −3.58 × 10⁻⁴ at 5 intervals per decade to −1.08 × 10⁻⁴ at 10, −2.75 × 10⁻⁵ at 20 and −6.9 × 10⁻⁶ at 40. The total error stays near −0.051. The first reduction is by 3.3 rather than 4, and the error law explains why. At 20 intervals per decade its end term is −2.76 × 10⁻⁵ and its node term is +8.8 × 10⁻⁸. Going back to 5 multiplies h by 4, hence the end term by 16 and the node term by 1024:

−4.42 × 10⁻⁴ + 0.91 × 10⁻⁴ ≈ −3.5 × 10⁻⁴.

The node term is negligible on the fine grid but not on the coarse one. The two-term law was tested at 20 intervals per decade, at five frequencies and for both transforms. The tails and the band integral were also tested against direct numerical integration of their definitions.

Skipping the singular node at 100 rad/s, with ten intervals per decade, changes χ' by −0.047, as the first-order estimate predicts. This is nearly as large as the truncation error and has the same sign.

**When the true spectrum is unknown**

Measured data do not come with known tails. Comparing the full grid with every second point still gives a cautious estimate of the quadrature error in this example, provided that the largest difference over several frequencies is used. At a single frequency the end and node terms can partly cancel on the coarse grid and make the difference deceptively small. For χ'' at 100 rad/s it is about 0.5 × 10⁻⁵, while the quadrature error is 2.2 × 10⁻⁵. For χ' the largest difference at the five tabulated frequencies is 4.1 × 10⁻⁴, above the largest actual quadrature error there of 1.2 × 10⁻⁴. For χ'' the corresponding values are 4.9 × 10⁻⁴ and 0.37 × 10⁻⁴, so the estimate can be more than ten times too large. The comparison says nothing about the truncation error of 0.051, because both grids lack the same tails.

Extending the band helps slowly. Each further decade multiplies the leading upper tail of χ' by 10^(−0.7) ≈ 0.2. At 1000 rad/s the tail falls from 0.0513 to 0.0103 and then to 0.0020 as the upper edge moves from 10⁶ to 10⁷ and 10⁸ rad/s. A smaller β makes the decrease slower still.

Alternatively, estimate p and q from the logarithmic slopes of the data at the edges and add the power-law tails given above. The upper slope of the loss gives q = 0.695, close to β = 0.7. The error of χ' at the peak then drops from −0.0514 to +0.00008. That figure contains a partial cancellation: subtracting the quadrature error of −0.00011 shows that the estimated tail is too large by about 0.00019, or 0.4% of the tail. For χ'' at 10 rad/s the error drops from −0.51 to +0.0005.

This correction is a physical assumption, not a consequence of the measured band. A second relaxation or a resonance above b would invalidate it. A nearby one may show in the edge slope: a Debye term of unit strength with τ = 10⁻⁸ s lowers q from 0.695 to 0.45. A distant one hardly shows: with τ = 10⁻¹⁰ s, q is still 0.692 while χ' is missed by 1.0, and refining the grid does not recover the missing part. The separation also fails at the band edges, where C₁ and C₂ diverge logarithmically and the divergence is cancelled only by the missing tail.

A dc conductivity is best removed from the loss beforehand. It adds a term proportional to 1/ω, whose contribution to χ' is proportional to P∫dx/(x² − ω²). The antiderivative (1/2ω)ln|(x − ω)/(x + ω)| vanishes at x = 0 and at infinity, so the full integral is zero, but the integral over a finite band generally is not. For a loss term g/ω and a ≪ ω ≪ b, the band integral adds about (2g/π)(a/ω² − 1/b) to χ', which is positive below √(ab), zero at √(ab) and negative above. The power-law tails with p = −1 and q = 1 cancel it for a pure 1/ω term, but for a mixture of conduction and relaxation a single edge exponent does so only approximately.

The remaining values for both transforms are in the numerical output.

Computed results

```
Relaxation strength = 8.0 (dimensionless)
Relaxation time = 1.0e-03 s; beta = 0.7
Band = 1.0e+00 to 1.0e+06 rad/s
Intervals per decade = 10; h = 0.230259 (dimensionless)
Errors are computed minus exact; all chi are dimensionless
Transform: chi' from chi''
w(rad/s) exact computed total_error
1e+01 7.848450 7.797154 -5.130e-02
1e+02 7.145643 7.094229 -5.141e-02
1e+03 4.000000 3.948582 -5.142e-02
1e+04 0.854357 0.802936 -5.142e-02
1e+05 0.151550 0.100011 -5.154e-02
w(rad/s) quadrature truncation error_after_extrapolation
1e+01 -1.211e-04 -5.117e-02 +6.415e-05
1e+02 -1.077e-04 -5.131e-02 +7.764e-05
1e+03 -1.098e-04 -5.131e-02 +7.548e-05
1e+04 -1.120e-04 -5.131e-02 +7.331e-05
1e+05 -9.855e-05 -5.144e-02 +8.680e-05
Edge exponents low, high = 0.69495, 0.69495
Largest full-grid/half-grid difference = 4.076e-04
Transform: chi'' from chi'
w(rad/s) exact computed total_error
1e+01 0.273455 -0.236486 -5.099e-01
1e+02 1.164832 1.113989 -5.084e-02
1e+03 2.451203 2.446095 -5.108e-03
1e+04 1.164832 1.164411 -4.216e-04
1e+05 0.273455 0.274467 +1.012e-03
w(rad/s) quadrature truncation error_after_extrapolation
1e+01 -3.015e-05 -5.099e-01 +5.040e-04
1e+02 -2.219e-05 -5.082e-02 +3.120e-05
1e+03 -3.721e-05 -5.071e-03 -3.186e-05
1e+04 -2.219e-05 -3.994e-04 -2.154e-05
1e+05 -3.015e-05 +1.042e-03 -2.887e-05
Edge exponents low, high = -0.00256, 0.70688
Largest full-grid/half-grid difference = 4.913e-04
Refinement of chi' at 100 rad/s
intervals/decade quadrature_error total_error
5 -3.579e-04 -5.166430e-02
10 -1.077e-04 -5.141402e-02
20 -2.753e-05 -5.133389e-02
40 -6.902e-06 -5.131326e-02
20/decade: predicted end, node terms = -2.762e-05, +8.839e-08
Omitted-node change: actual, predicted = -0.047000, -0.046998
At 1000 rad/s: upper_edge(rad/s) upper_tail leading_law
1e+06 5.130770e-02 5.149356e-02
1e+07 1.026692e-02 1.027432e-02
1e+08 2.049701e-03 2.049996e-03
Reverse lower tail at 1000 rad/s: direct, leading = 5.082078e-03, 5.092958e-03
```
